# Vaporisation enthalpy from the slope of logarithmic vapour pressure

## The decision in a source calculation

A vapour-pressure fit for a liquid precursor serves two calculations. One predicts the pressure at another source temperature. The other predicts the heat needed to evaporate a given molar flow. Within its temperature range, the fit can be used directly for the first. The second uses the slope of the fit, and needs a correction factor and a consistent definition of the mole. Define the slope enthalpy

$$H_s\equiv -R\,\frac{d\ln P}{d(1/T)} ,$$

where $P$ is the saturation pressure, $T$ the absolute temperature and $R$ the gas constant. The pressure inside the logarithm is divided by any fixed unit, which does not affect the derivative. The result to implement is

$$\boxed{H_s=\frac{\Delta H}{\Delta Z}},\qquad \Delta H=H_s\,\Delta Z .$$

Here $\Delta$ means vapour minus liquid at the same $T$ and $P$, $H$ is molar enthalpy, and $Z=PV/(RT)$ is the compressibility factor, with $V$ the molar volume. The slope itself is therefore $-\Delta H/(R\,\Delta Z)$. If a fit uses $\log_{10}P$, its slope must first be multiplied by $\ln 10$.

## Derivation

Consider one component in two coexisting phases with no foreign gas. All molar quantities refer to the same amount of substance in both phases. The vapour need not be ideal, the liquid volume need not be negligible, and $\Delta H$ may depend on temperature.

At coexistence the chemical potentials are equal, $\mu_g(T,P)=\mu_l(T,P)$. Moving along the coexistence curve preserves this equality, so $d\mu_g=d\mu_l$. In each phase $d\mu=-S\,dT+V\,dP$, where $S$ is molar entropy. Hence

$$-S_g\,dT+V_g\,dP=-S_l\,dT+V_l\,dP .$$

Collecting the pressure terms on the left gives

$$(V_g-V_l)\,dP=(S_g-S_l)\,dT,\qquad \frac{dP}{dT}=\frac{\Delta S}{\Delta V}.$$

For a pure substance $\mu=H-TS$. Equality of $\mu$ therefore means $\Delta H-T\Delta S=0$, or $\Delta S=\Delta H/T$. Substitution gives the Clapeyron equation,

$$\frac{dP}{dT}=\frac{\Delta H}{T\,\Delta V}.$$

Now let $x=1/T$. Since $T=1/x$, we have $dT/dx=-1/x^2=-T^2$. The chain rule gives

$$\frac{d\ln P}{dx}=\frac{1}{P}\frac{dP}{dT}\frac{dT}{dx}
=-\frac{T^2}{P}\,\frac{\Delta H}{T\,\Delta V}
=-\frac{T\,\Delta H}{P\,\Delta V}.$$

The definition of $Z$ supplies the denominator:

$$\Delta Z=\frac{P V_g}{RT}-\frac{P V_l}{RT}=\frac{P\,\Delta V}{RT},
\qquad P\,\Delta V=RT\,\Delta Z .$$

The factors of $T$ cancel, leaving

$$\frac{d\ln P}{d(1/T)}=-\frac{\Delta H}{R\,\Delta Z}.$$

Multiplication by $-R$ gives the boxed result. The minus sign comes from differentiating with respect to inverse temperature. The factor $\Delta Z$ measures the actual volume change against the volume $RT/P$ of one mole of ideal gas. Identifying $H_s$ with $\Delta H$ requires $\Delta Z=1$.

The same argument holds for a solid and its vapour, with sublimation quantities in place of vaporisation quantities. It does not hold for a decomposing precursor or a mixture whose composition changes during the measurement, because another variable then enters the chemical potentials.

## Size of the correction at low pressure

For a vapour without strong association, the virial expansion at low pressure begins

$$Z_g=1+\frac{BP}{RT}+O(P^2),$$

where $B(T)$ is the second virial coefficient. The liquid contributes $Z_l=PV_l/(RT)$. Subtraction gives

$$\Delta Z\simeq 1-\frac{(V_l-B)P}{RT}.$$

When $B$ is negative, vapour non-ideality and liquid volume act in the same direction: both lower $\Delta Z$ and make the slope enthalpy larger than the vaporisation enthalpy. The difference follows without further approximation from the boxed result:

$$H_s-\Delta H=H_s-H_s\Delta Z=H_s(1-\Delta Z).$$

This correction vanishes in the low-pressure limit. A low pressure alone does not make it vanish for an associating vapour whose moles are counted as monomer units, a case treated below.

## A fluid with both phases from one equation

The first example is a Peng–Robinson fluid with critical temperature $T_c=640$ K, critical pressure $P_c=46$ bar and acentric factor $\omega=0.27$. Its equation of state is

$$P=\frac{RT}{V-b}-\frac{a(T)}{V^2+2bV-b^2},$$

with $b=0.07779607\,RT_c/P_c$ (the usual rounded constants 0.07780 and 0.45724 shift the values below slightly, for example the pressure at 410 K from 729.02 to 729.17 Torr) and

$$a(T)=0.45723553\,\frac{R^2T_c^2}{P_c}\,\alpha(T),\qquad
\alpha=\left[1+\kappa\left(1-\sqrt{T/T_c}\right)\right]^2,$$

$$\kappa=0.37464+1.54226\,\omega-0.26992\,\omega^2 .$$

Integrating $P=-(\partial A/\partial V)_T$ gives the molar Helmholtz energy

$$A=-RT\ln(V-b)-\frac{a(T)}{2\sqrt2\,b}L(V)+f(T),$$

$$L(V)=\ln\frac{V+(1+\sqrt2)b}{V+(1-\sqrt2)b}.$$

The function $f(T)$ is the same in both phases and cancels from every difference. At each temperature, $V_l$, $V_g$ and $P$ follow from equal pressure and equal $A+PV$.

The enthalpy is $H=A+TS+PV$ with $S=-(\partial A/\partial T)_V$. In $A+TS$ the terms containing $\ln(V-b)$ cancel, so an implementation can use

$$\Delta H=P\,\Delta V+\frac{T a'(T)-a(T)}{2\sqrt2\,b}\,[L(V_g)-L(V_l)],$$

where $a'=da/dT$. Neither the saturation pressure nor this enthalpy is calculated from the Clapeyron equation, so comparing them with the slope is a real test.

At 410 K the calculation gives $P=729.02$ Torr and $dP/dT=19.6916$ Torr/K, the latter from neighbouring saturation pressures. Since $H_s=(RT^2/P)(dP/dT)$,

$$H_s=\frac{8.3145\times410^2\times19.6916}{729.02}\ \text{J/mol}
\simeq37.75\ \text{kJ/mol}.$$

The compressibility factors are $Z_g=0.97052$ and $Z_l=0.00321$, so $\Delta Z=0.96731$. Therefore

$$\Delta H=37.753\times0.96731=36.519\ \text{kJ/mol}.$$

The entropy change obtained from the temperature derivative of $A$ is 89.070 J/(mol K), and $T\Delta S=410\times89.070$ J/mol gives the same enthalpy. Using the slope without correction would overstate $\Delta H$ by 1.234 kJ/mol, or 3.38 % of $\Delta H$.

The numerical test compared $H_s\Delta Z$ with $\Delta H$ at 300, 350, 410, 500, 580 and 620 K. The relative difference was below $2\times10^{-6}$ at each temperature. This tests the identity within the model; it says nothing about the accuracy of the equation of state for a real precursor.

At 300 K the correction is much smaller. There $P=10.23$ Torr, $B=-1654$ cm³/mol and $V_l=101.80$ cm³/mol. The low-pressure formula gives $1-\Delta Z=0.000960$, in agreement with the full calculation to the digits shown. Multiplying by $H_s=41.451$ kJ/mol gives a difference of 39.8 J/mol. Of the sum $V_l-B$, the liquid volume supplies about 6 %, so in this model most of the correction comes from vapour non-ideality. Its size depends on the vapour model: common corresponding-states correlations for nonpolar vapours, with the same critical constants, give $B$ between about −2800 and −3700 cm³/mol and raise the difference to between about 66 and 86 J/mol.

## Fits over a finite temperature interval

A line through two measured pressures does not return the derivative at either end. Let $x_1=1/T_1$ and $x_2=1/T_2$. Integrating the local result gives

$$\ln P_2-\ln P_1=-\frac1R\int_{x_1}^{x_2}\frac{\Delta H}{\Delta Z}\,dx .$$

Multiplication by $-R/(x_2-x_1)$ gives

$$H_{12}\equiv-R\,\frac{\ln P_2-\ln P_1}{x_2-x_1}
=\frac{1}{x_2-x_1}\int_{x_1}^{x_2}\frac{\Delta H}{\Delta Z}\,dx .$$

The two-point value is the average of $\Delta H/\Delta Z$ over inverse temperature. Between 300 and 350 K, both the pressure ratio and direct integration give 40.546 kJ/mol. The vaporisation enthalpy is 41.412 kJ/mol at 300 K and 39.314 kJ/mol at 350 K. Assigning the two-point value to $\Delta H$ at the lower end is thus an error of about −2.1 %, and at the upper end about +3.1 %, each relative to the local enthalpy. Over this interval the 2.098 kJ/mol drift of $\Delta H$ is larger than the local $\Delta Z$ correction at either end. For a heat calculation, differentiate a fitted pressure curve at the required temperature and then multiply by $\Delta Z$ at that temperature.

A nearly straight plot does not establish a constant vaporisation enthalpy. From 410 to 620 K, a straight line fitted to $\ln P$ against $1/T$ reproduces the model pressures within 2 %. In this model $H_s$ changes from 37.753 kJ/mol at 410 K to 36.617 kJ/mol at 620 K, while $\Delta H$ falls from 36.519 to 13.110 kJ/mol. The fall in $\Delta Z$, from 0.96731 to 0.35803, largely compensates the fall in $\Delta H$.

## The critical limit

The two phases become identical at the critical point, so $\Delta H$ and $\Delta Z$ both tend to zero. Their ratio can remain finite. To find it for the present equation of state, use the Maxwell relation $(\partial S/\partial V)_T=(\partial P/\partial T)_V$ along an isotherm:

$$\frac{dP}{dT}=\frac{\Delta S}{\Delta V}
=\frac1{\Delta V}\int_{V_l}^{V_g}\left(\frac{\partial P}{\partial T}\right)_V dV .$$

This is an average over the interval from $V_l$ to $V_g$. The interval shrinks to the critical volume $V_c$, and the integrand is continuous in this mean-field model. The average therefore tends to the integrand at $V_c$. Inserting it into $H_s=(RT^2/P)(dP/dT)$ gives

$$\lim_{T\to T_c}\frac{\Delta H}{\Delta Z}
=\frac{RT_c^2}{P_c}\left(\frac{\partial P}{\partial T}\right)_{V_c}.$$

For these parameters the limit is 36.948 kJ/mol. The value at 620 K is about 0.9 % below it. A finite slope near the critical point is thus compatible with a vanishing heat of vaporisation. Numerically, $H_s\Delta Z$ becomes sensitive to errors in $\Delta Z$ there, because a small difference between two similar compressibility factors controls the answer.

## Associating vapours and the choice of mole

Some precursors evaporate largely as dimers. Let M be the monomer formula unit, and let the vapour contain M and M₂ in chemical equilibrium. The Clapeyron argument still applies per formula unit. At reaction equilibrium the Gibbs energy is stationary with respect to the extent of dissociation, so a shift in composition adds no first-order term to $d\mu=-S\,dT+V\,dP$. The enthalpy must be that of the equilibrium vapour, including its monomer fraction.

For an ideal mixture with monomer mole fraction $y$, one mole of vapour particles contains

$$\nu=y+2(1-y)=2-y$$

moles of formula units. Its volume is $RT/P$, so the vapour volume per formula unit is $RT/(\nu P)$. With liquid volume $V_l$ per formula unit,

$$\Delta Z=\frac1\nu-\frac{PV_l}{RT}.$$

A purely dimeric ideal vapour has $\nu=2$. Its $\Delta Z$ tends to $1/2$, not 1, as $P$ tends to zero.

The second example takes $V_l=100$ cm³/mol and treats the liquid as incompressible, without thermal expansion. Let $h_2=40$ kJ/mol be the enthalpy of one mole of gaseous dimer relative to the same material as liquid at zero pressure. Dissociation of one mole of dimer has enthalpy $h_d=85$ kJ/mol and entropy $s_d=180$ J/(mol K), at a standard pressure $P^\circ=1$ bar. All three are held constant. Equality of the dimer chemical potential with that of two liquid formula units gives the dimer partial pressure

$$p_2=P_0\exp\left[-\frac{h_2}{R}\left(\frac1T-\frac1{T_0}\right)+\frac{2V_lP}{RT}\right],$$

with $P_0=15$ Torr and $T_0=300$ K. The last term is the effect of pressure on the liquid. The monomer pressure $p_1$ follows from

$$\frac{p_1^2}{p_2}=P^\circ\exp\left(-\frac{h_d}{RT}+\frac{s_d}{R}\right),\qquad P=p_1+p_2 .$$

These equations are solved together for $P$.

Making one mole of gaseous monomer takes half a mole of dimer and half a mole of dissociation, so its enthalpy on the same scale is $(h_2+h_d)/2=62.5$ kJ/mol. The liquid enthalpy is raised by $PV_l$. Hence, per formula unit,

$$\Delta H=\frac{(1-y)h_2+y(h_2+h_d)/2}{\nu}-PV_l .$$

At 350 K, $P=156.1$ Torr and $y=0.0488$, so $\nu=1.9512$. The first term is

$$\frac{0.9512\times40+0.0488\times62.5}{1.9512}\simeq21.06\ \text{kJ/mol},$$

and $PV_l$ is only about 2 J/mol. The calculated values are $\Delta H=21.061$ kJ/mol and $\Delta Z=0.5118$. Their ratio is 41.15 kJ/mol, in agreement with $H_s=41.151$ kJ/mol from differentiating the total pressure.

Per mole of vapour particles, the enthalpy is 41.094 kJ/mol, close to the slope value. Per mole of M it is about half as large. A heater calculation that combines the uncorrected slope with a flow counted in moles of M would overstate the vaporisation heat by a factor of 1.95. If the vapour passes through too quickly for dissociation to reach equilibrium, the equilibrium enthalpy used here no longer describes the process.

## Use for real precursor sources

The first parameter set lies roughly in the regime of titanium tetrachloride, which boils near 410 K. The temperatures from 500 K upwards show the behaviour of the formula and are far above ordinary source conditions. The second set is a rough representation of trimethylaluminium, whose vapour near room temperature is largely dimeric. Neither set replaces measured data for a particular source.

A bubbler also breaks the assumption of no foreign gas. With carrier gas at total pressure $P_t$, the precursor partial pressure $p$ differs from its pure saturation pressure $P_s$. Equal fugacity in liquid and vapour, with second virial coefficients only and no gas dissolved in the liquid, gives

$$\ln\frac{p}{P_s}=\frac{B_{11}P_s+V_l(P_t-P_s)-\beta P_t}{RT},$$

$$\beta=2[y_1B_{11}+(1-y_1)B_{12}]-B_{\rm mix},\qquad y_1=p/P_t .$$

Here 1 is the precursor, 2 the carrier, and $B_{\rm mix}=y_1^2B_{11}+2y_1(1-y_1)B_{12}+(1-y_1)^2B_{22}$. The estimate uses $B_{ii}=b_i-a_i/(RT)$ and $B_{12}=(b_1+b_2)/2-\sqrt{a_1a_2}/(RT)$. Rough nitrogen parameters are 126 K, 34 bar and 0.04.

For the first fluid at 300 K and $P_t=760$ Torr, the partial pressure rises by about 2 % and the slope enthalpy falls by about 105 J/mol. That shift exceeds the 39.8 J/mol pure-vapour correction and has the opposite sign. Applying $\Delta Z$ alone to carrier-gas data at this temperature would therefore not improve the inferred enthalpy in this estimate. The size of the shift depends on the assumed attraction between precursor and carrier: making the cross term $\sqrt{a_1a_2}$ 20 % smaller reduces the fall to about 75 J/mol. Which of the two effects is larger also depends on the vapour model. With corresponding-states correlations for all three virial coefficients, the fall is about 90 to 100 J/mol against a pure-vapour correction of 66 to 86 J/mol, and a cross critical temperature 20 % below the geometric mean brings it to about 40 to 50 J/mol, below that correction. In all these cases the two effects have opposite sign and comparable size.

Near boiling, the vapour model matters more. At 410 K, a 20 % error in $1-Z_g$ changes the inferred $\Delta H$ by 0.223 kJ/mol, about 0.6 %. Adding 1 mol% of dimer to the model vapour lowers the true $Z_g$ per formula unit by about 1 %. If the dimer goes unnoticed, the $\Delta Z$ used is too large, and for a given measured slope the inferred enthalpy per formula unit is too high by nearly the same fraction. The numerical output lists the main values for both model fluids.

## Calculated quantities

```
Fluid 1: Tc = 640 K, Pc = 46 bar, acentric factor = 0.27
Hslope means -R dlnP/d(1/T); DH is the true enthalpy
T(K)  P(Torr)  Zg  Zl  DeltaZ  Hslope(kJ/mol)  DH(kJ/mol)
300  10.23  0.99910  0.00006  0.99904  41.451  41.412
350  104.29  0.99373  0.00051  0.99323  39.582  39.314
410  729.02  0.97052  0.00321  0.96731  37.753  36.519
500  5120.05  0.87061  0.02127  0.84934  36.239  30.779
580  16970.55  0.67938  0.07749  0.60189  36.192  21.784
620  27608.19  0.51211  0.15408  0.35803  36.617  13.110
410 K: V vapour = 34039.5 cm3/mol, V liquid = 112.57 cm3/mol
410 K: DeltaS = 89.070 J/(mol K)
410 K: dP/dT from pressures = 19.6916 Torr/K
410 K: DeltaS/DeltaV = 19.6916 Torr/K
410 K: slope dlnP/d(1/T) = -4540.6 K
410 K: slope dlog10P/d(1/T) = -1972.0 K
410 K: Hslope exceeds DH by 1.234 kJ/mol = 3.38 %
300 K: second virial coefficient = -1654 cm3/mol
300 K: V liquid = 101.80 cm3/mol
300 K: 1-DeltaZ full = 0.000960, virial form = 0.000960
300 K: Hslope - DH = 39.8 J/mol
300-350 K: two-point Hslope = 40.546 kJ/mol
300-350 K: average DH/DeltaZ over 1/T = 40.546 kJ/mol
300-350 K: drop of DH across interval = 2.098 kJ/mol
Critical limit of DH/DeltaZ = 36.948 kJ/mol
Carrier (rough N2: Tc 126 K, Pc 34 bar, acentric 0.04)
Carrier at 760 Torr, 300 K: partial pressure change = 1.97 %
Carrier at 300 K: change of Hslope = -105 J/mol
410 K: 20 % error in 1-Zg changes inferred DH by 0.223 kJ/mol
410 K: 1 mol% unnoticed dimer lowers Zg by about 0.99 %
Fluid 2: dimer pressure scale 15 Torr at 300 K
Fluid 2: dimer vaporisation enthalpy input = 40 kJ/mol dimer
Fluid 2: dissociation 85 kJ/mol, 180 J/(mol K), 1 bar standard
Fluid 2: liquid volume = 100 cm3/mol formula
Fluid 2, 350 K: P = 156.1 Torr, monomer mole fraction = 0.0488
Fluid 2, 350 K: DeltaZ per formula unit = 0.5118
Fluid 2, 350 K: Hslope = 41.151 kJ/mol
Fluid 2, 350 K: DH = 21.061 kJ/mol formula
Fluid 2, 350 K: DH = 41.094 kJ/mol vapour particles
```
